# Electron capacity of the hcp Jones zone and its overflow, part 2

How many electrons fit in the Jones zone of an hcp crystal, and does exceeding that number make the crystal a metal? We treat independent electrons without spin-orbit coupling, with the mean potential as the zero of energy unless stated otherwise.

The lattice constants are $a$ and $c$. Each cell has two identical atoms, the second at height $c/2$, and each atom supplies $Z$ valence electrons. The reciprocal vectors are

$$\mathbf b_1=\frac{2\pi}{a}\left(1,\tfrac{1}{\sqrt3},0\right),\quad \mathbf b_2=\frac{2\pi}{a}\left(0,\tfrac{2}{\sqrt3},0\right),\quad \mathbf b_3=\frac{2\pi}{c}(0,0,1),$$

$$g=|\mathbf b_1|=|\mathbf b_2|=\frac{4\pi}{\sqrt3\,a},\qquad h=|\mathbf b_3|=\frac{2\pi}{c},$$

and $r=h^2/g^2=\frac34(a/c)^2$. We write $(n_1n_2n_3)$ for $\mathbf G=n_1\mathbf b_1+n_2\mathbf b_2+n_3\mathbf b_3$, with braces for all vectors related to it by symmetry.

The potential has Fourier coefficients $V_{\mathbf G}=S_{\mathbf G}\,u(G)$, with structure factor $S_{\mathbf G}$ and form factor $u$, an energy. On the Bragg plane $\mathbf k\cdot\mathbf G=G^2/2$ the first-order gap is $2|S_{\mathbf G}||u(G)|$. $\mathbf G$ is allowed when $S_{\mathbf G}\ne0$. The Jones zone is the set of $\mathbf k$ with $\mathbf k\cdot\mathbf G\le G^2/2$ for every allowed nonzero $\mathbf G$.

For $r<1$ its faces are {100}, (002) and {101}. With $\mathbf k=(\mathbf q,k_z)$ and $\mathbf Q$ one of the six shortest in-plane vectors, the {101} planes for $h/2<k_z\le h$ limit the component of $\mathbf q$ along $\mathbf Q$ to

$$p(k_z)=\frac g2+\frac{h^2}{2g}-\frac{hk_z}{g}=\frac g2-\frac hg\left(k_z-\frac h2\right).$$

The (001) face, $k_z=h/2=\pi/c$, is not a Jones face: a screw symmetry (a half turn with a shift $c/2$) pairs all levels there, at any strength of the potential.

The first Brillouin zone has volume $V_B=\frac{\sqrt3}{2}g^2h$ and holds one electron per atom. The Jones zone, of volume $V_J$, holds, for $r<1$,

$$n_J=\frac{V_J}{V_B}=2-r+\frac{r^2}{3}$$

electrons per atom. This is 1.745 at the ideal ratio $c/a=\sqrt{8/3}$, where $r=0.28125$. The capacity is below 2 for every axial ratio, so valences 2, 3 and 4 overflow.

**Q:** "Overflow" needs a meaning. In the reduced zone every Bloch state has a wave vector inside the first Brillouin zone, and nothing is outside anything.

**A:** The word refers to the extended-zone labelling. In a weak potential, a state away from the Bragg planes is close to one plane wave, and I label it by that wave's $\mathbf k$. At a plane with a gap, the lower state belongs to the near side and the upper state to the far side. Each point of extended k-space then carries one orbital state, or two spin states.

With this labelling the occupied states fill a volume $ZV_B$. No more than $V_J=n_JV_B$ of it can lie inside the Jones zone, so

$$\text{electrons per atom outside}\ \ge\ Z-n_J.$$

Nothing about the shape of the occupied region enters, and the bound applies however the weak potential distorts the Fermi surface. In a strong potential the states are no longer close to single plane waves, and the labelling loses its physical content.

**Q:** A bound is not an occupation. How much really spills out if the electrons are free?

**A:** Take a model crystal with $a=0.300$ nm and the ideal axial ratio, so $c=0.490$ nm. It represents no particular material. Then

$$g=24.18\ \text{nm}^{-1},\quad h=12.83\ \text{nm}^{-1},\quad V_B=6496\ \text{nm}^{-3}.$$

The Jones zone has volume $1.745V_B=1.134\times10^4\ \text{nm}^{-3}$.

Free electrons fill a sphere of volume $ZV_B$, so

$$k_F=\left(\frac{3ZV_B}{4\pi}\right)^{1/3}.$$

For $Z=2$ this is $14.58\ \text{nm}^{-1}$. The {100} faces lie at $g/2=12.09\ \text{nm}^{-1}$ and the (002) faces at $h=12.83\ \text{nm}^{-1}$. The nearest point of a {101} plane is at $\frac12\sqrt{g^2+h^2}=13.69\ \text{nm}^{-1}$. The sphere passes through all three kinds of face.

It does not cover the zone, however. The farthest vertices are the corners of the top and bottom hexagons, at $16.29\ \text{nm}^{-1}$. Some electrons are outside while some corner states inside remain empty.

To find the amounts, let $R(\hat{\mathbf n})$ be the distance to the zone surface along the direction $\hat{\mathbf n}$. It is the smallest value of $G^2/(2\mathbf G\cdot\hat{\mathbf n})$ among allowed $\mathbf G$ with $\mathbf G\cdot\hat{\mathbf n}>0$. The number outside is

$$n_{\rm out}=\frac{1}{3V_B}\int\max\left(k_F^3-R^3,0\right)d\hat{\mathbf n}.$$

Exchanging $k_F$ and $R$ gives the number of empty places inside. Numerical quadrature over directions gives 0.313 electrons per atom outside and 0.058 places per atom empty inside. Their difference is 0.255, which is $Z-n_J$ as counting requires.

**Q:** So for two electrons the overflow is larger than the bound. Does that remain true for four?

**A:** No. For $Z=4$ the radius is $18.37\ \text{nm}^{-1}$, beyond the farthest vertex. The whole zone is covered, and the overflow equals the bound, 2.255 electrons per atom.

The opposite case is one electron per atom. A growing free-electron sphere first touches the zone at the {100} faces, when

$$Z=\frac{4\pi}{3V_B}\left(\frac g2\right)^3=1.14.$$

At $Z=1$ the sphere is still wholly inside. In this model a monovalent crystal does not overflow and a divalent one does.

**Q:** I am still uneasy about the faces. Does a real diagonalization show the gaps you assigned to them?

**A:** Let me use a potential in which only the {100}, (002) and {101} coefficients are nonzero, with the same form factor $u=10.0$ meV for all three. I diagonalize the Hamiltonian in a plane-wave basis at one point on each kind of face. For {100} and (002) the point is the face centre. For {101} I take $k_z=\frac34h$ and $\mathbf q$ along $\mathbf Q$ with length $p(\frac34h)=g/2-h^2/(4g)$, away from the edges.

- On {100}, $|S|=\frac12$ predicts 10.00 meV, and the diagonalization gives 9.97 meV.
- On (002), $|S|=1$ predicts 20.00 meV, and the diagonalization gives 19.94 meV.
- On {101}, $|S|=\frac{\sqrt3}{2}$ predicts 17.32 meV, and the diagonalization gives 17.25 meV.

The differences are below half a per cent of the first-order values. Near an edge or a vertex more than two plane waves have similar energies, and the two-wave formula no longer suffices.

**Q:** If every face has a gap, the zone is a closed container. Fill it, and the next electron must pay the gap energy. Surely $n_J$ is then the electron count of an insulator.

**A:** A gap on a face is a local statement, and it can close on an edge: for a negative form factor, the lowest two levels meet along the vertical edges between {100} faces. Where there is a gap, its centre energy changes from point to point, so states just outside one face can lie below states just inside a distant corner. An insulator needs one energy window that is empty for all $\mathbf k$.

Band counting shows that the Jones zone cannot be filled below such a window. If a window exists, a whole number $M$ of bands lies below it. These hold $2M$ electrons per cell, or $M$ per atom. The filled zone would hold $n_J$ per atom, so $n_J$ would have to be an integer. But

$$\frac{dn_J}{dr}=-1+\frac{2r}{3}<0\qquad(0<r<1),$$

and $n_J$ falls from 2 to $4/3$ as $r$ goes from 0 to 1. It is never an integer within that range. The zone marks where a weak potential disturbs the free-electron states most directly. It is not a set of complete bands.

**Q:** Then turn the argument around. Divalent electrons overflow, so a divalent hcp crystal has to be a metal.

**A:** That does not follow either. Such a crystal has four electrons per cell, enough to fill two bands. If bands 2 and 3 are separated in energy, it is an insulator in the independent-electron picture. The volume of the Jones zone is the same whether or not they are separated, so the count $Z>n_J$ cannot decide the matter. The example below uses a strong potential, in which that count still holds although the extended-zone labelling no longer describes the states.

Here is a case. Put an attractive Gaussian well on every atomic site $\mathbf R$ of the same model crystal:

$$V(\mathbf r)=-D\sum_{\mathbf R}\exp\left(-\frac{|\mathbf r-\mathbf R|^2}{2w^2}\right),\qquad D=84.67\ \text{eV},\quad w=0.060\ \text{nm}.$$

A deep well that is narrow compared with the atomic spacing binds a lowest, nodeless state. Two wells per cell then give two low bands. I diagonalized this Hamiltonian in plane waves at 24 k points, including the centre of the zone and representatives of its main symmetry points. With energies measured from the zero of $V$ as written here, not from the mean potential, the highest energy found in band 2 is $-31.6$ eV, and the lowest in band 3 is $-9.3$ eV. The separation over this sample is 22.3 eV. A finite sample gives an upper limit on the true gap and not a proof of its exact size, but the separation is large and the sample is spread through the zone.

**Q:** Since you now have a strong potential, does the missing (001) gap stay missing in it?

**A:** Yes, as the symmetry argument demands. At the general point $0.23\mathbf b_1+0.11\mathbf b_2+\frac12\mathbf b_3$ on that face, the lowest four levels form two pairs, each degenerate to within $10^{-7}$ eV. If the second atom is moved from height $0.50c$ to $0.42c$, the screw symmetry is lost and the lowest pair splits by 0.39 eV. The pairing comes from the placement of the atoms and not from weakness of the potential.

**Q:** Overflow does not prove a metal, then. What would?

**A:** An overlap between the last band that could be filled and the next one, together with a limit on how far the potential can move them. For $Z=2$ these are bands 2 and 3.

Start with free electrons folded into the first Brillouin zone. At its centre $\Gamma$, the plane waves have wave vectors $\mathbf G$. The lowest is $0$, and the next two are $\pm\mathbf b_3$ because $h<g$. Therefore

$$E_3^{(0)}(\Gamma)=\frac{\hbar^2}{2m}h^2.$$

At the corner $H$ of the zone, the in-plane distance is $g/\sqrt3$ and $k_z=h/2$. Three equivalent in-plane corners combine with $k_z=\pm h/2$ to give six plane waves of equal and lowest energy:

$$E_1^{(0)}(H)=\dots=E_6^{(0)}(H)=\frac{\hbar^2}{2m}\left(\frac{g^2}{3}+\frac{h^2}{4}\right).$$

The difference between level 2 at $H$ and level 3 at $\Gamma$ is

$$W=\frac{\hbar^2}{2m}\left(\frac{g^2}{3}+\frac{h^2}{4}-h^2\right)=\frac{\hbar^2}{2m}\left(\frac{g^2}{3}-\frac{3h^2}{4}\right).$$

It is positive when $r<4/9$. With $r=\frac34(a/c)^2$ this means $(c/a)^2>27/16$, or $c/a>1.30$.

$H$ is a convenient point, not the top of band 2, so $W$ is only a lower limit on the free-electron overlap. A corner of the top hexagon of the Jones zone, shifted by $-\mathbf b_3$, lands at $k_z=0$ with $q=(g^2-h^2)/(\sqrt3\,g)$. Level 2 there is $\frac{\hbar^2}{2m}(q^2+h^2)$, which exceeds $E_3^{(0)}(\Gamma)$ by $\frac{\hbar^2}{2m}q^2$ for every $r<1$. In the model crystal this is 3.84 eV. The free bands therefore overlap below $c/a=1.30$ as well.

**Q:** The potential will move both levels, and perhaps in the unfavourable directions.

**A:** Suppose $|V(\mathbf r)|\le v$ everywhere, again with the mean potential as zero. The $n$th level at fixed $\mathbf k$ obeys the min-max principle: it is the smallest value, over all $n$-dimensional spaces of Bloch functions, of the largest energy expectation in that space. For every normalized function, adding $V$ changes the expectation by an amount between $-v$ and $v$. The largest expectation in each space changes by no more than $v$, and so does the smallest of these largest values. Hence

$$\left|E_n(\mathbf k)-E_n^{(0)}(\mathbf k)\right|\le v.$$

In the worst case level 2 at $H$ drops by $v$ and level 3 at $\Gamma$ rises by $v$:

$$E_2(H)-E_3(\Gamma)\ge W-2v.$$

If $v<W/2$, the top of band 2 is above the bottom of band 3. No energy can then have band 2 full and band 3 empty, and the divalent crystal is a metal in the independent-electron picture. If the condition fails, the inequality decides nothing. It also needs a bounded potential: a Coulomb attraction at the nuclei has no finite $v$, so the test applies to smooth model potentials.

**Q:** Put numbers in.

**A:** In the model crystal $E_3^{(0)}(\Gamma)=6.267$ eV. The energy at $H$ is larger by the factor $1/(3r)+1/4=1.435$, which gives 8.995 eV. Thus $W=2.73$ eV, and any potential with $v$ below 1.36 eV leaves the divalent crystal metallic. The free-electron Fermi energy, 8.10 eV, lies between the two levels.

For an example, use the three-shell potential again with $u=80.0$ meV. There are six {100} vectors, two of type (002) and twelve {101} vectors. The sum of the magnitudes of their coefficients bounds the potential:

$$v\le\left(6\cdot\frac12+2\cdot1+12\cdot\frac{\sqrt3}{2}\right)u=15.39\,u=1.23\ \text{eV}.$$

This is below 1.36 eV, so overlap is guaranteed. The guaranteed amount is only $2.727-2(1.2314)\approx0.26$ eV, whereas plane-wave diagonalization gives $E_2(H)-E_3(\Gamma)=2.57$ eV. The bound allows for the worst arrangement, and this potential is far from it.

**Q:** And the tetravalent crystal?

**A:** Its eight electrons per cell could fill four bands, so bands 4 and 5 matter. At $\Gamma$ the fourth free level comes from the shorter of $\mathbf b_1$ and $2\mathbf b_3$. At $H$ the fifth level is still one of the six equal ones. The overlap is

$$E_4^{(0)}(\Gamma)-E_5^{(0)}(H)=\frac{\hbar^2}{2m}\left[\min(g^2,4h^2)-\frac{g^2}{3}-\frac{h^2}{4}\right].$$

At the ideal ratio $4r=1.125$, so $g^2$ is the smaller entry. The fourth level at $\Gamma$ is $6.267/r=22.28$ eV, and the overlap is $22.28-8.995=13.29$ eV. The same min-max argument guarantees a metal for $v$ below half of this, 6.64 eV.

**Q:** So which statement may I keep?

**A:** Keep two, because they answer different questions. In the extended-zone picture, which describes the states when the potential is weak, every hcp crystal with $Z\ge2$ overflows its Jones zone, since the zone holds fewer than two electrons per atom. Whether the crystal conducts is decided by the overlap of its bands. A weak enough potential secures that overlap in the cases worked out above, while the deep wells remove it for two electrons per atom without changing the zone at all.

All numerical values are calculated from the stated model.
